# Retained dose and depth profile under uniform sputtering during Gaussian implantation

An implantation calculation must decide whether the programmed fluence can be used as the retained dose. It can while nearly all ions stop inside the solid and sputtering removes a layer much thinner than the ion range. Once the removed thickness is comparable with the range, the surface cuts into the dopant already implanted, and further exposure adds progressively less. A calculation that goes on adding Gaussian doses then predicts dopant that is no longer in the solid.

## Model and conventions

The solid is flat, has atomic density \(N\), and receives a constant ion flux \(J\). After time \(t\) the fluence is \(F=Jt\). Each ion removes \(Y>0\) atoms on average. Depth \(z\) is positive into the solid and is measured from the present surface, not from the original one.

The ion stopping depth, measured from the surface at the moment of impact, has the density

\[
g(u)=\frac{1}{\sqrt{2\pi}\,s}
\exp\!\left[-\frac{(u-R_p)^2}{2s^2}\right],
\]

with mean range \(R_p\) and straggle \(s\). The part of the Gaussian at \(u<0\) represents ions that are not retained. The tail integral is

\[
Q(z)=\int_z^\infty g(u)\,du
=\Phi\!\left(\frac{R_p-z}{s}\right),
\]

where \(\Phi\) is the standard normal cumulative distribution. The fraction stopped inside the solid is \(Q_0=Q(0)\).

The basic model keeps \(Y\), \(R_p\) and \(s\) constant, removes dopant and host atoms without preference, and omits diffusion, collisional mixing and the volume of the added dopant. The last omission makes it a dilute model, valid for concentration \(C\ll N\). The algebra holds in any consistent units.

## The profile

In a time \(dt\), \(JY\,dt\) atoms leave unit area. They occupied a thickness \(JY\,dt/N\), so the recession speed and the removed thickness are

\[
v=\frac{JY}{N},\qquad L=vt=\frac{YF}{N}.
\]

Consider dopant now at depth \(z\) that was implanted a time \(\tau\) ago. The surface has since moved a distance \(v\tau\) towards it, so the ion originally stopped at depth \(z+v\tau\). Adding the contributions of all earlier times gives

\[
C(z,t)=J\int_0^t g(z+v\tau)\,d\tau .
\]

Set \(u=z+v\tau\), so that \(d\tau=du/v\). Since \(J/v=N/Y\),

\[
C=\frac{N}{Y}\int_z^{z+L}g(u)\,du
=\frac{N}{Y}\,[Q(z)-Q(z+L)].
\]

The Gaussian integral follows from \(x=(u-R_p)/(\sqrt2\,s)\) and \(\int e^{-x^2}dx=(\sqrt\pi/2)\,\mathrm{erf}\,x\):

\[
\boxed{
C=\frac{N}{2Y}\left[
\mathrm{erf}\frac{z+L-R_p}{\sqrt2\,s}
-\mathrm{erf}\frac{z-R_p}{\sqrt2\,s}\right]}
\]

for \(z\ge0\). Time enters only through \(L\). A pulsed exposure therefore gives the same profile at the same fluence, provided implantation and sputtering occur together in each pulse and the yield and range are unchanged.

At fixed \(z\), as \(L\to\infty\), the first error function tends to one:

\[
C_\infty(z)=\frac{N}{2Y}\,
\mathrm{erfc}\frac{z-R_p}{\sqrt2\,s}
=\frac{N}{Y}Q(z).
\]

The limiting profile is a plateau near the surface followed by a fall of width \(s\) around \(R_p\).

For numerical work deep in the solid, both error functions are close to one and their difference loses relative accuracy. The equivalent difference \(\mathrm{erfc}(a)-\mathrm{erfc}(b)\), with \(a=(z-R_p)/(\sqrt2\,s)\) and \(b=a+L/(\sqrt2\,s)\), avoids subtracting two numbers near one. For very small \(L\) the expansion below is preferable.

## Low fluence and the motion of the peak

Let \(m=z+L/2\) be the midpoint of the integration interval. Expanding \(g\) about \(m\), the odd terms integrate to zero, and

\[
\int_{m-L/2}^{m+L/2}g(u)\,du
=Lg(m)+\frac{L^3}{24}g''(m)+\cdots .
\]

Multiplication by \(N/Y\), with \(NL/Y=F\), gives

\[
C\simeq F\,g(z+L/2).
\]

To leading order this is the ordinary implanted Gaussian, displaced towards the surface by half the removed thickness. The half appears because the ions arrived uniformly over the exposure: the first have been displaced by \(L\), the last by nothing. At the centre \(g''=-g/s^2\), so the true peak is lower by the relative amount \(L^2/(24s^2)\), to leading order. In the formal limit \(Y\to0\) at fixed \(F\), \(L\to0\) and \(C\to Fg(z)\), which grows without limit as \(F\) is raised. The dilute assumption fails before \(C\) reaches \(N\).

The peak can be located at any fluence. Differentiating the integral with respect to its two ends gives

\[
\frac{\partial C}{\partial z}=\frac{N}{Y}[g(z+L)-g(z)].
\]

A Gaussian is smaller at the point farther from its centre. The difference of the squared distances is

\[
(z+L-R_p)^2-(z-R_p)^2
=L\,(2z+L-2R_p).
\]

Thus \(C\) rises with depth for \(z<R_p-L/2\) and falls for \(z>R_p-L/2\). While \(L<2R_p\), the peak is at

\[
z_{\rm peak}=R_p-\frac L2,\qquad
C_{\rm peak}=\frac NY\,\mathrm{erf}\frac{L}{2\sqrt2\,s}.
\]

The height follows because the two error-function arguments at this depth are equal and opposite. From \(L=2R_p\) onwards the maximum is at the surface.

## Retained dose and its saturation

The retained dose per unit area is

\[
S(L)=\int_0^\infty C\,dz
=\frac NY\int_0^\infty[Q(z)-Q(z+L)]\,dz .
\]

Define \(M(a)=\int_a^\infty Q(z)\,dz\). Shifting the variable in the second term gives

\[
S(L)=\frac NY[M(0)-M(L)].
\]

To evaluate \(M\), exchange the order of integration. A stopping depth \(u>a\) contributes for every \(z\) between \(a\) and \(u\), hence

\[
M(a)=\int_a^\infty(u-a)g(u)\,du .
\]

Write \(u-a=(R_p-a)+(u-R_p)\). The first part gives \((R_p-a)Q(a)\). For the second, \(g'(u)=-(u-R_p)g(u)/s^2\), so its integral is \(s^2g(a)\). Therefore

\[
M(a)=(R_p-a)\,\Phi\!\left(\frac{R_p-a}{s}\right)+s^2g(a).
\]

As \(L\to\infty\), \(M(L)\to0\), and the dose approaches

\[
S_\infty=\frac NY M(0)\simeq\frac{NR_p}{Y}
\quad\text{for } R_p\gg s.
\]

The fraction of the saturated dose still missing is \(M(L)/M(0)\), which gives a direct stopping criterion within the basic model. When the dopant volume matters, saturation needs a higher fluence, as shown below.

The rate of accumulation shows the mechanism. Since \(M'(L)=-Q(L)\) and \(dL/dF=Y/N\),

\[
\frac{dS}{dF}=Q(L).
\]

The dopant removed per incident ion is the surface concentration times the thickness removed per ion:

\[
\frac YN C(0,L)=Q_0-Q(L).
\]

The two rates add to \(Q_0\), the number stopped inside per incident ion. At saturation, dopant leaves as fast as it is implanted, and \(C(0)=NQ_0/Y\).

## The volume of the implanted atoms

The plateau \(N/Y\) is dilute only for \(Y\gg1\). For smaller yields the dopant volume must be included. Suppose the total atomic density stays equal to \(N\), each dopant atom occupies the volume of a host atom, and \(g\) still applies to depth below the current surface. Define

\[
G(z)=\int_0^z g(u)\,du=Q_0-Q(z).
\]

Let \(w(z)\) be the speed of material towards the surface. The layer from zero to \(z\) contains a fixed total number \(Nz\) of atoms. Material flow and implantation must balance sputtering:

\[
Nw+JG=JY,\qquad
w(z)=\frac JN[Y-G(z)].
\]

Host atoms, of concentration \(H=N-C\), have no source inside the solid. Their conservation reads

\[
\frac{\partial H}{\partial t}=\frac{\partial(wH)}{\partial z}.
\]

The sign is positive because the flow is towards smaller \(z\). Since \(w\) does not depend on time, multiplication by \(w\) gives

\[
\frac{\partial(wH)}{\partial t}
-w\frac{\partial(wH)}{\partial z}=0 .
\]

Thus \(wH\) is constant along a material path \(dz/dt=-w\). If the path began at \(z_0\) in undoped material, \(w(z)H(z)=w(z_0)N\), and

\[
C=N\left[1-\frac{w(z_0)}{w(z)}\right]
=N\,\frac{G(z_0)-G(z)}{Y-G(z)} .
\]

The travel time fixes \(z_0\):

\[
F=\int_z^{z_0}\frac{N\,dz'}{Y-G(z')} .
\]

For \(Y>Q_0\), one tabulates \(T(z)=\int_0^zN\,dz'/(Y-G)\) and solves \(T(z_0)=T(z)+F\) by interpolation. For \(Y\gg1\), \(G\) is negligible beside \(Y\), \(z_0\to z+L\), and the basic profile returns.

If \(Y>Q_0\), \(z_0\) goes to infinity with fluence and

\[
C_\infty=N\frac{Q(z)}{Y-G(z)} .
\]

Its ratio to the basic limit is \(Y/(Y-G)\). This equals one at the surface and rises to \(Y/(Y-Q_0)\) in the deep tail. If \(Y<Q_0\), at most \(Y\) dopant atoms leave per ion while \(Q_0\) are added, so the retained dose is at least \((Q_0-Y)F\) and cannot saturate. A yield above \(Q_0\) is therefore a condition for using the saturation result, even though the dilute formula formally saturates for any positive \(Y\).

## Worked case: arsenic into silicon

The inputs are rough values for arsenic plasma doping near 5 keV: \(R_p=8\) nm, \(s=3\) nm, \(Y=1.5\) and \(N=5\times10^{22}\) cm\(^{-3}\). At \(F=3\times10^{16}\) cm\(^{-2}\),

\[
L=\frac{1.5\times3\times10^{16}}{5\times10^{22}}\ {\rm cm}
=9\ {\rm nm}.
\]

The peak lies at \(8-9/2=3.5\) nm. Its height is

\[
\frac{5\times10^{22}}{1.5}\,
\mathrm{erf}\frac{9}{2\sqrt2\times3}
=2.89\times10^{22}\ {\rm cm^{-3}} .
\]

The basic model gives the following doses, in units of \(10^{16}\) cm\(^{-2}\), with all other inputs fixed. The last column includes swelling.

| Fluence | \(L\) (nm) | Retained | With swelling |
|---:|---:|---:|---:|
| 0.1 | 0.3 | 0.0996 | 0.0996 |
| 1 | 3 | 0.981 | 0.982 |
| 3 | 9 | 2.41 | 2.50 |
| 10 | 30 | 2.67 | 3.27 |

Up to \(10^{16}\) cm\(^{-2}\), replacing retained dose by fluence costs about 2% or less in this case. At \(10^{17}\) cm\(^{-2}\), the basic model retains only 27% of the fluence. Without sputtering the Gaussian would hold \(9.96\times10^{16}\) cm\(^{-2}\) and peak at \(1.33\times10^{23}\) cm\(^{-3}\), above the atomic density of the solid, so that extrapolation is unphysical as well as too large.

The basic dose reaches 99% of its limit at \(L=12.6\) nm, or \(4.2\times10^{16}\) cm\(^{-2}\). This is less than \(2R_p=16\) nm, so the peak is still buried at about \(8-6.3=1.7\) nm. Saturation of the dose and arrival of the peak at the surface are separate events.

Close agreement of the two dose columns does not imply equally close profiles. Substituting \(H=N-C\) in the host equation, with \(\partial w/\partial z=-Jg/N\), gives

\[
\frac{\partial C}{\partial t}-w\frac{\partial C}{\partial z}
=Jg\left(1-\frac CN\right).
\]

Swelling reduces the local source by the fraction \(C/N\). At \(10^{16}\) cm\(^{-2}\) the basic peak is \(1.28\times10^{22}\) cm\(^{-3}\), so this fraction is already roughly a quarter there, although nearly all the dopant is retained. In the deep tail \(C/N\) is small and this reduction is negligible. There the difference comes from the flow speed, which is \(J(Y-Q_0)/N\) instead of \(JY/N\): the added atoms partly offset the recession, so the dopant lies deeper below the surface and the tail is higher. A junction calculation should then use the swelling profile.

The formulas were tested against a numerical bookkeeping of thin material cells, in which small pulses alternately removed surface material and deposited Gaussian increments. For the four fluences in the table, the largest error of the basic profile was 0.07% of its peak. With swelling, at \(3\times10^{16}\), \(10^{17}\) and \(4\times10^{17}\) cm\(^{-2}\), the largest error was 0.16% of \(N/Y\); the last case was compared with the saturated formula. These tests check the solution of each model, not its physical assumptions.

## Size of the neglected effects

**Swelling.** The saturated dose rises from \(2.67\times10^{16}\) to \(3.27\times10^{16}\) cm\(^{-2}\), by 23%. The deep tail rises by a factor of 3.0, and the fluence for 99% saturation increases to \(7.1\times10^{16}\) cm\(^{-2}\). The surface atomic fraction stays at 0.66, far from dilute.

**Collisional mixing.** Let a uniform coefficient \(D\) describe atomic relocation in the basic model. In the steady state, the dopant flow towards the surface through depth \(z\) equals the implantation below it:

\[
D\frac{dC}{dz}+vC=JQ(z).
\]

No dopant diffuses through the surface, so \(C'(0)=0\) and \(C(0)=NQ_0/Y\), as before. Integrating over depth, with \(\int_0^\infty C'dz=-C(0)\), gives

\[
S_{\rm mix}=S_\infty+\frac Dv C(0).
\]

For a rough estimate, assume that the full ion energy \(E\) produces \(0.4E/E_d\) displacements over a depth \(R_p+2s=14\) nm, with \(E_d=15\) eV and a root-mean-square jump \(\ell=1\) nm. A three-dimensional random walk has \(D\) equal to one sixth of the jump rate per atom times \(\ell^2\), so

\[
\frac Dv=\frac{0.4E\,\ell^2}{6E_d(R_p+2s)Y}
=1.06\ {\rm nm}.
\]

The saturated dose becomes \(3.02\times10^{16}\) cm\(^{-2}\), 13% above the basic value. The correction scales as \(\ell^2\), so the assumed jump matters. Uniform \(D\) also extends mixing below the damaged layer.

**Preferential sputtering.** If a dopant atom is \(r\) times as easily removed as a host atom, at fixed total \(Y\), the saturated surface fraction \(x\) must satisfy

\[
Y\frac{rx}{1-x+rx}=Q_0 .
\]

For \(r=2\), \(x\) falls from 0.66 to 0.50. Without mixing, this change is confined to the outermost atomic layer, so the profile below it and the retained dose hardly change.

**Energy spread and yield.** The derivation of \(S_\infty\) holds for any stopping distribution if \(M(0)=\int_0^\infty u\,g(u)\,du\) is evaluated for that distribution. If half the ions have half the range and half the straggle, at unchanged yield, \(M(0)\) falls to three quarters. The saturated dose is then \(2.0\times10^{16}\) cm\(^{-2}\). Raising \(Y\) from 1.5 to 2.0 at fixed range has the same effect, because \(1.5/2.0\) is also three quarters.

**Temperature.** At an assumed flux of \(10^{14}\) cm\(^{-2}\) s\(^{-1}\), the ions deliver 0.08 W/cm\(^2\). With 300 K surroundings, radiation from two faces of emissivity 0.5 and no contact cooling, the wafer reaches about 386 K. For a rough arsenic diffusivity with prefactor 10 cm\(^2\)/s and activation energy 4 eV, the diffusion length in 1000 s is about \(10^{-17}\) nm. Ordinary thermal diffusion is negligible; diffusion enhanced by radiation damage is not covered by this estimate.

## Use in a real process

The fluence of \(10^{17}\) cm\(^{-2}\) in the table is included to expose saturation. A real plasma supplies several ion species and energies and may deposit material as well as remove it, which breaks the assumptions of one Gaussian and uniform recession. The separate estimates above place the saturated dose between about \(2.0\times10^{16}\) and \(3.3\times10^{16}\) cm\(^{-2}\). This span is not an error bound, since the effects were not combined, and deposition, roughness and composition-dependent yield and stopping were not sized.

The retained dose is also a chemical dose, not a carrier dose. The saturated surface concentration, \(3.3\times10^{22}\) cm\(^{-3}\), is about 110 times a rough active arsenic limit of \(3\times10^{20}\) cm\(^{-3}\). Device calculations need a separate model of annealing and activation.

For implementation, first compute \(L/R_p\), \(C_{\rm peak}/N\) and \(Y-Q_0\). When the peak fraction is small, the basic formula suffices for the dose. In the worked case, at peak fractions up to about 0.1, it is also accurate to about 7% within one straggle of the peak. Its relative error is larger in the deep tail: at \(4\times10^{15}\) cm\(^{-2}\), where the peak fraction is about 0.1, swelling raises the concentration at \(R_p+4s\) by a factor of about 1.6. When the peak fraction is not small, or when the deep tail matters, use the swelling solution. For a junction in crystalline silicon, also replace the Gaussian \(g\) by a measured or simulated stopping distribution, because channelled ions can lie far deeper than the Gaussian tail. Assume saturation only if \(Y>Q_0\) and the fluence is high enough for the dose with swelling to have levelled off. The remaining intermediate values are in the numerical output below.

## Computed results

```
INPUTS (rough, As into Si)
ion energy: 5.0 keV
mean range, straggle: 8.0, 3.0 nm
sputter yield: 1.50 atoms/ion
atomic density: 5.00e+22 cm^-3
ion flux: 1.00e+14 cm^-2 s^-1
ion current density: 16.02 uA/cm2
recession speed: 0.0300 nm/s
fraction stopped inside: 0.99617
SIMPLE MODEL
fluence 1.0e+15 cm^-2: recession 0.30 nm
  peak 1.329e+21 cm^-3 at 7.85 nm
  surface concentration 4.346e+19 cm^-3
  retained 9.955e+14 cm^-2, fraction 0.9955
  retained with swelling 9.955e+14 cm^-2
fluence 1.0e+16 cm^-2: recession 3.00 nm
  peak 1.276e+22 cm^-3 at 6.50 nm
  surface concentration 1.465e+21 cm^-3
  retained 9.814e+15 cm^-2, fraction 0.9814
  retained with swelling 9.815e+15 cm^-2
fluence 3.0e+16 cm^-2: recession 9.00 nm
  peak 2.888e+22 cm^-3 at 3.50 nm
  surface concentration 2.089e+22 cm^-3
  retained 2.414e+16 cm^-2, fraction 0.8045
  retained with swelling 2.497e+16 cm^-2
fluence 1.0e+17 cm^-2: recession 30.00 nm
  peak 3.321e+22 cm^-3 at 0.00 nm
  surface concentration 3.321e+22 cm^-3
  retained 2.668e+16 cm^-2, fraction 0.2668
  retained with swelling 3.268e+16 cm^-2
saturated surface: 3.321e+22 cm^-3
saturated surface atomic fraction: 0.6641
saturated dose: 2.668e+16 cm^-2
99% saturation: recession 12.62 nm
99% saturation: fluence 4.208e+16 cm^-2
no sputtering, last fluence: dose 9.962e+16 cm^-2
no sputtering, last fluence: peak 1.330e+23 cm^-3
NEGLECTED EFFECTS, EACH TAKEN ALONE
swelling: saturated dose 3.269e+16 cm^-2
swelling: dose ratio to simple model 1.2255
swelling: deep-tail ratio 2.977
swelling: 99% fluence 7.145e+16 cm^-2
mixing inputs: 15 eV, 1.0 nm jump
mixing length D/v: 1.058 nm
mixing: saturated dose 3.019e+16 cm^-2
preference 2: surface atomic fraction 0.4971
energy spread: saturated dose 2.001e+16 cm^-2
yield 2.0: saturated dose 2.001e+16 cm^-2
beam power 0.0801 W/cm2, temperature 386 K
thermal diffusion length in 1000 s: 1.1e-17 nm
rough active As limit: 3.0e+20 cm^-3
surface/active limit: 111
largest profile errors: 7.3e-04 simple, 1.6e-03 swollen
```
